\section*{The Slater-Koster table from rotation matrices, with the swap sign, part 2}

The problem is how the Hamiltonian block between orbitals on two atoms depends on the direction of the bond. This part works out the p-d and d-d blocks for real orbitals.

The Hamiltonian $H(\mathbf a,\mathbf b)$, with species A at $\mathbf a$ and B at $\mathbf b$, is two-centre, Hermitian, real and spinless. An example is $H=-\tfrac12\nabla^2+v_A(|\mathbf r-\mathbf a|)+v_B(|\mathbf r-\mathbf b|)$ with real $v_A$, $v_B$, in atomic units (hartree, bohr). The orbital $|A\,lm;\mathbf a\rangle$ is a real radial function times $Y_{lm}$, centred at $\mathbf a$, and likewise for B. The harmonics obey $Y_{lm}^*=(-1)^mY_{l,-m}$.

The bond has length $R$ and unit direction $\mathbf n=(x,y,z)$. The block and the bond integrals are
\begin{align}
E^{AB}_{mm'}(\mathbf n)&=\langle A\,lm;\mathbf 0|H(\mathbf 0,R\mathbf n)|B\,l'm';R\mathbf n\rangle,\label{eq:E}\\
V^{AB}_{ll'\mu}&=\langle A\,l\mu;\mathbf 0|H(\mathbf 0,R\hat{\mathbf z})|B\,l'\mu;R\hat{\mathbf z}\rangle .\label{eq:V}
\end{align}
The first species label and first angular momentum belong to the orbital at the origin. In $V^{BA}_{l'l\mu}$ atom B is at the origin and A at $R\hat{\mathbf z}$. The names $\sigma$, $\pi$, $\delta$ mean $|\mu|=0,1,2$.

Let $g$ be any rotation with $g\hat{\mathbf z}=\mathbf n$. Its unitary matrix $D^l$ is defined by
\begin{equation}
Y_{l\mu}(g^{-1}\hat{\mathbf r})=\sum_mY_{lm}(\hat{\mathbf r})\,D^l_{m\mu}(g).
\label{eq:D}
\end{equation}

Lemma 2 concerns $W_{\mu\mu'}$, the block for a bond along $z$. It vanishes for $\mu\neq\mu'$; its remaining elements are real, and those for $\mu$ and $-\mu$ are equal. The rotation sum, in matrix form, is
\begin{equation}
E^{AB}=D^l\,W\,D^{l'\dagger},\qquad W_{\mu\mu'}=\delta_{\mu\mu'}V^{AB}_{ll'|\mu|},
\label{eq:recap}
\end{equation}
and the swap rule is
\begin{equation}
V^{BA}_{l'l\mu}=(-1)^{l+l'}\,V^{AB}_{ll'\mu}.
\label{eq:swap}
\end{equation}

One entry was found directly, with $\theta$ the polar angle of $\mathbf n$:
\begin{equation}
E_{z,z^2}=\tfrac12\cos\theta\,(3\cos^2\theta-1)\,V_{pd\sigma}+\sqrt3\,\sin^2\theta\cos\theta\,V_{pd\pi}.
\label{eq:zz2}
\end{equation}

\subsection{Real orbitals}

For $m>0$ define the cosine and sine harmonics
\begin{equation}
Y^c_{lm}=\frac{(-1)^mY_{lm}+Y_{l,-m}}{\sqrt2},\qquad
Y^s_{lm}=\frac{(-1)^mY_{lm}-Y_{l,-m}}{i\sqrt2},
\end{equation}
and keep $Y_{l0}$. Let the unitary matrix $C^l$ hold these coefficients in its columns. In the real basis the block is $C^{l\dagger}E\,C^{l'}$. Inserting $C^lC^{l\dagger}=1$ on both sides of $W$ gives
\begin{equation}
C^{l\dagger}E\,C^{l'}=\Delta^l\,(C^{l\dagger}W\,C^{l'})\,\Delta^{l'\dagger},\qquad \Delta^l=C^{l\dagger}D^lC^l .
\end{equation}
A rotation turns real functions into real functions, so $\Delta^l$ is real and orthogonal. The middle factor is still diagonal with the same $V$: the coefficients that combine $\pm\mu$ do not depend on $l$, they are orthonormal, and $V_\mu=V_{-\mu}$. Therefore
\begin{equation}
E_{ab}=\sum_\mu P^\mu_{ab}\,V_\mu,\qquad P^\mu_{ab}=\sum_{|c|=\mu}\Delta^l_{ac}\,\Delta^{l'}_{bc},
\label{eq:real}
\end{equation}
where $c$ runs over the cosine and sine partners in the bond frame.

\subsection{Vectors and traceless tensors}

The real p orbitals have angular parts $\sqrt{3/4\pi}\,\hat r_i$. The real d orbitals can be written
\begin{equation}
d_a=\sqrt{\frac{15}{8\pi}}\;\hat{\mathbf r}^TQ_a\hat{\mathbf r},\qquad \operatorname{tr}Q_a=0,\quad \operatorname{tr}(Q_aQ_b)=\delta_{ab},
\end{equation}
with symmetric matrices $Q_a$. To check the normalization, note that the integral of $\hat r_i\hat r_j\hat r_k\hat r_l$ over the sphere must be $\kappa(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Setting $i=j$, $k=l$ and summing gives $4\pi=\kappa(9+3+3)$, so $\kappa=4\pi/15$. For traceless matrices the first term drops out and the other two are equal:
\begin{equation}
\int(\hat{\mathbf r}^TQ_a\hat{\mathbf r})(\hat{\mathbf r}^TQ_b\hat{\mathbf r})\,d\Omega=\frac{8\pi}{15}\operatorname{tr}(Q_aQ_b).
\label{eq:norm}
\end{equation}
The five matrices are
\begin{align}
Q_{xy}&=\tfrac{1}{\sqrt2}(\hat{\mathbf x}\hat{\mathbf y}^T+\hat{\mathbf y}\hat{\mathbf x}^T)\quad\text{and likewise }Q_{yz},\,Q_{zx},\\
Q_{x^2-y^2}&=\tfrac{1}{\sqrt2}\operatorname{diag}(1,-1,0),\qquad
Q_{z^2}=\tfrac{1}{\sqrt6}\operatorname{diag}(-1,-1,2).
\end{align}

Let $\mathbf e_1=g\hat{\mathbf x}$ and $\mathbf e_2=g\hat{\mathbf y}$ complete $\mathbf n$ to a bond frame. Rotating a p orbital rotates its vector. Rotating a d orbital replaces $Q_c$ by $gQ_cg^T$, and by (\ref{eq:norm}) its component along $d_a$ is $\Delta^2_{ac}=\operatorname{tr}(Q_a\,gQ_cg^T)$. Since $\operatorname{diag}(-1,-1,2)=3\hat{\mathbf z}\hat{\mathbf z}^T-1$, the rotated $\sigma$ tensor is $\sqrt{3/2}\,(\mathbf n\mathbf n^T-\tfrac13)$. The two $\pi$ tensors are $(\mathbf n\mathbf e_k^T+\mathbf e_k\mathbf n^T)/\sqrt2$. With
\begin{equation}
\mathbf w_a=Q_a\mathbf n,\qquad A_a=\mathbf n^TQ_a\mathbf n ,
\end{equation}
and $\operatorname{tr}Q_a=0$, the traces are
\begin{equation}
\Delta^2_{a\sigma}=\sqrt{\tfrac32}\,A_a,\qquad \Delta^2_{a\pi_k}=\sqrt2\;\mathbf e_k\cdot\mathbf w_a .
\end{equation}
For p orbitals $\Delta^1_{i\sigma}=n_i$ and $\Delta^1_{i\pi_k}=(\mathbf e_k)_i$.

\paragraph{Proposition.} The coefficients in (\ref{eq:real}) are, for p-d,
\begin{equation}
P^\sigma_{ia}=\sqrt{\tfrac32}\,n_iA_a,\qquad P^\pi_{ia}=\sqrt2\,\bigl[(\mathbf w_a)_i-n_iA_a\bigr],
\label{eq:pd}
\end{equation}
and for d-d
\begin{align}
P^\sigma_{ab}&=\tfrac32A_aA_b,\qquad P^\pi_{ab}=2\,(\mathbf w_a\cdot\mathbf w_b-A_aA_b),\nonumber\\
P^\delta_{ab}&=\delta_{ab}-2\,\mathbf w_a\cdot\mathbf w_b+\tfrac12A_aA_b .
\label{eq:dd}
\end{align}

\emph{Proof.} The $\sigma$ coefficients are single products. The $\pi$ coefficients contain $\sum_k\mathbf e_k\mathbf e_k^T=1-\mathbf n\mathbf n^T$, and $\mathbf n\cdot\mathbf w_a=A_a$. Since $\Delta^2$ is orthogonal, the three d-d coefficients add up to $\delta_{ab}$, so $P^\delta=\delta_{ab}-P^\sigma-P^\pi$. The factor of $A_aA_b$ is then $-\tfrac32+2=\tfrac12$. $\square$

\subsection{The entries}

Write $s=x^2+y^2$, $t=x^2-y^2$ and $u=z^2-\tfrac12s$. The ingredients are
\begin{equation}
\begin{array}{l|l|l}
a&\mathbf w_a&A_a\\ \hline
xy&(y,x,0)/\sqrt2&\sqrt2\,xy\\
yz&(0,z,y)/\sqrt2&\sqrt2\,yz\\
zx&(z,0,x)/\sqrt2&\sqrt2\,zx\\
x^2-y^2&(x,-y,0)/\sqrt2&t/\sqrt2\\
z^2&(-x,-y,2z)/\sqrt6&\sqrt{2/3}\,u
\end{array}
\end{equation}
Because $s=1-z^2$, $u=\tfrac12(3z^2-1)$, and so
\begin{equation}
1+2u=3z^2,\quad 1-u=\tfrac32s,\quad 2+u=\tfrac32(1+z^2),\quad 1-4u=3(s-z^2).
\label{eq:u}
\end{equation}

\paragraph{p-d.} For $x,xy$, (\ref{eq:pd}) gives $P^\sigma=\sqrt{3/2}\,x\,\sqrt2\,xy=\sqrt3\,x^2y$ and $P^\pi=\sqrt2\,(y/\sqrt2-\sqrt2\,x^2y)=y(1-2x^2)$. For $z^2$ the $\pi$ coefficient with p$_x$ is $-x(1+2u)/\sqrt3=-\sqrt3\,xz^2$, and with p$_z$ it is $2z(1-u)/\sqrt3=\sqrt3\,zs$, as in (\ref{eq:zz2}). The same substitution gives all 15 entries:
\begin{equation}
\begin{array}{l|l|l}
&V_{pd\sigma}&V_{pd\pi}\\ \hline
x,xy&\sqrt3\,x^2y&y(1-2x^2)\\
y,xy&\sqrt3\,xy^2&x(1-2y^2)\\
y,yz&\sqrt3\,y^2z&z(1-2y^2)\\
z,yz&\sqrt3\,yz^2&y(1-2z^2)\\
z,zx&\sqrt3\,z^2x&x(1-2z^2)\\
x,zx&\sqrt3\,zx^2&z(1-2x^2)\\
z,xy;\;x,yz;\;y,zx&\sqrt3\,xyz&-2xyz\\
x,x^2-y^2&\tfrac{\sqrt3}{2}xt&x(1-t)\\
y,x^2-y^2&\tfrac{\sqrt3}{2}yt&-y(1+t)\\
z,x^2-y^2&\tfrac{\sqrt3}{2}zt&-zt\\
x,z^2&xu&-\sqrt3\,xz^2\\
y,z^2&yu&-\sqrt3\,yz^2\\
z,z^2&zu&\sqrt3\,zs
\end{array}
\end{equation}

\paragraph{d-d.} The block is symmetric in $a,b$, so 15 of the 25 entries suffice. They follow from these products:
\begin{equation}
\begin{array}{l|l|l}
a,b&\mathbf w_a\cdot\mathbf w_b&A_aA_b\\ \hline
xy,xy&s/2&2x^2y^2\\
xy,yz&xz/2&2xy^2z\\
xy,x^2-y^2&0&xyt\\
yz,x^2-y^2&-yz/2&yzt\\
zx,x^2-y^2&zx/2&zxt\\
x^2-y^2,x^2-y^2&s/2&t^2/2\\
xy,z^2&-xy/\sqrt3&2xyu/\sqrt3\\
yz,z^2&yz/(2\sqrt3)&2yzu/\sqrt3\\
x^2-y^2,z^2&-t/(2\sqrt3)&tu/\sqrt3\\
z^2,z^2&(1+3z^2)/6&2u^2/3
\end{array}
\end{equation}
Inserting them in (\ref{eq:dd}), with (\ref{eq:u}) and $1-s=z^2$, gives
\begin{equation}
\begin{array}{l|l|l|l}
&V_{dd\sigma}&V_{dd\pi}&V_{dd\delta}\\ \hline
xy,xy&3x^2y^2&s-4x^2y^2&z^2+x^2y^2\\
xy,yz&3xy^2z&xz(1-4y^2)&xz(y^2-1)\\
xy,x^2-y^2&\tfrac32xyt&-2xyt&\tfrac12xyt\\
yz,x^2-y^2&\tfrac32yzt&-yz(1+2t)&yz(1+\tfrac12t)\\
zx,x^2-y^2&\tfrac32zxt&zx(1-2t)&-zx(1-\tfrac12t)\\
x^2-y^2,x^2-y^2&\tfrac34t^2&s-t^2&z^2+\tfrac14t^2\\
xy,z^2&\sqrt3\,xyu&-2\sqrt3\,xyz^2&\tfrac{\sqrt3}{2}xy(1+z^2)\\
yz,z^2&\sqrt3\,yzu&\sqrt3\,yz(s-z^2)&-\tfrac{\sqrt3}{2}yzs\\
x^2-y^2,z^2&\tfrac{\sqrt3}{2}tu&-\sqrt3\,z^2t&\tfrac{\sqrt3}{4}t(1+z^2)\\
z^2,z^2&u^2&3z^2s&\tfrac34s^2
\end{array}
\end{equation}
The cyclic change $x\to y\to z\to x$ turns $xy,xy$ into $yz,yz$ and then $zx,zx$, and turns $xy,yz$ into $yz,zx$ and then $zx,xy$. Exchanging $x$ and $y$ turns $yz,z^2$ into $zx,z^2$. That completes the 15.

The last row needs one more step. With $4u^2=(3z^2-1)^2$, its $\pi$ coefficient is $\tfrac13[1+3z^2-(9z^4-6z^2+1)]=3z^2(1-z^2)$. Its $\delta$ coefficient is $1-u^2-3z^2s$, which equals $\tfrac14(3-6z^2+3z^4)=\tfrac34s^2$.

\subsection{Reverse bonds and invariants}

\paragraph{Corollary.} $P^\mu(-\mathbf n)=(-1)^{l+l'}P^\mu(\mathbf n)$, and the block of the reversed bond is the transpose, $E^{BA}_{ba}(-\mathbf n)=E^{AB}_{ab}(\mathbf n)$.

\emph{Proof.} Let $h$ be the rotation by $\pi$ about $y$. Then $gh$ takes $\hat{\mathbf z}$ to $-\mathbf n$. Since $h$ is inversion combined with $y\to-y$, it maps $Y_{l\mu}$ to $(-1)^{l+\mu}Y_{l,-\mu}$, and $D^l_{m\mu}(gh)=(-1)^{l+\mu}D^l_{m,-\mu}(g)$. The product of two such factors carries $(-1)^{l+l'}$, and summing over $\pm\mu$ removes the exchange of $\mu$ and $-\mu$. In $E^{BA}(-\mathbf n)$ this sign meets the swap sign of $V^{BA}_{l'l\mu}$, and the two cancel. $\square$

A Hermitian Hamiltonian matrix requires this transpose relation. Other checks use a single block. In the real basis $E=\Delta^l\,V\,\Delta^{l'T}$ with orthogonal outer factors, so the singular values do not depend on direction. For p-d they are $|V_\sigma|,|V_\pi|,|V_\pi|$. For d-d the outer factors are inverse to each other, so the trace is $V_\sigma+2V_\pi+2V_\delta$, and the sum of squared elements is $V_\sigma^2+2V_\pi^2+2V_\delta^2$. A lost swap sign reverses a whole p-d block and leaves its singular values alone. Of these checks, only the comparison of the two bond directions detects it.

\subsection{A tilted bond}

Take one electron and two attractive point charges, $Z_A=1$ and $Z_B=2$, 3 bohr apart along $\mathbf n=(2,3,6)/7$. Each centre has one Gaussian orbital per $l$. The p and d exponents are 0.5 and 0.4 bohr$^{-2}$ on A, and 0.3 and 0.6 bohr$^{-2}$ on B. These are round model parameters. Integration with the bond along $z$ gives, in hartree,
\begin{align}
V_{pd\sigma}&=-0.1101, & V_{pd\pi}&=0.1788,\nonumber\\
V_{dd\sigma}&=0.1094, & V_{dd\pi}&=0.1156, & V_{dd\delta}&=-0.0842 .
\end{align}
For $x,xy$ the coefficients are $\sqrt3\cdot12/343=0.0606$ and $\tfrac37\cdot\tfrac{41}{49}=0.3586$, so
\begin{equation}
E_{x,xy}=-0.0067+0.0641=0.0574\ \text{hartree}=1.56\ \text{eV}.
\end{equation}
For $xy,xy$ they are $108/2401$, $493/2401$ and $1800/2401$, which add up to 1 as completeness requires. Then
\begin{equation}
E_{xy,xy}=0.0049+0.0237-0.0631=-0.0345\ \text{hartree}=-0.94\ \text{eV}.
\end{equation}
Direct integration for the tilted bond gives the same two values. In the numerical check, the rotation sum agrees with direct integrals for all $l,l'\le3$ to rounding error.

With B at the origin, $V^{BA}_{dp\sigma}=0.1101$ hartree, the negative of $V^{AB}_{pd\sigma}$. The integral $V^{AB}_{dp\sigma}$ is 0.1246 hartree, so for the $\sigma$ integral dropping the species labels would be wrong here by 13\% of $|V^{AB}_{pd\sigma}|$; for the $\pi$ integral, $V^{AB}_{dp\pi}=-0.2786$ hartree stands against $-V^{AB}_{pd\pi}=-0.1788$ hartree, an error of 56\%. If the swap sign is lost, the reversed p-d block differs from the transpose by twice the block, with norm $2\sqrt{V_\sigma^2+2V_\pi^2}=0.552$ hartree.

The table is no longer guaranteed when a third centre lies off the axis, and a nearby one can break it badly. With the bond along $z$, a further unit charge at $(1.5,0,1.5)$ bohr produces an element of 0.0948 hartree between p$_z$ and d$_{zx}$. Lemma 2 makes this element zero for two centres. The new element mixes $\sigma$ with $\pi$ and is nearly as large as $|V_{pd\sigma}|$, so in this geometry the two-centre form is not even a rough approximation for it.

\section*{Computed values}
\begin{verbatim}
species A: charge 1.0 e; exponents s,p,d,f (0.6, 0.5, 0.4, 0.3) bohr^-2
species B: charge 2.0 e; exponents s,p,d,f (0.5, 0.3, 0.6, 0.4) bohr^-2
distance 3.0 bohr; direction cosines 0.285714 0.428571 0.857143
V_pd sigma (p on A, d on B) = -0.110098 hartree
V_pd pi (p on A, d on B) = 0.178777 hartree
V_dd sigma (A, B) = 0.109394 hartree
V_dd pi (A, B) = 0.115629 hartree
V_dd delta (A, B) = -0.084205 hartree
x,xy coefficients sigma, pi(, delta): 0.060597 0.358601
x,xy terms (hartree): -0.006672 0.064109
x,xy table sum = 0.057438 hartree = 1.5630 eV
x,xy direct integral = 0.057438 hartree
xy,xy coefficients sigma, pi(, delta): 0.044981 0.205331 0.749688
xy,xy terms (hartree): 0.004921 0.023742 -0.063127
xy,xy table sum = -0.034464 hartree = -0.9378 eV
xy,xy direct integral = -0.034464 hartree
direct p-d block (hartree), columns xy yz z2 zx x2-y2
  y: 0.022308 0.066924 -0.125906 -0.057542 -0.064631
  z: -0.057542 -0.096008 0.013602 -0.064005 0.023976
  x: 0.057438 -0.057542 -0.083938 0.114876 0.059071
direct d-d block (hartree), columns xy yz z2 zx x2-y2
  xy: -0.034464 0.039109 -0.037556 0.066855 0.001365
  yz: 0.039109 0.069826 0.014478 0.004809 -0.069312
  z2: -0.037556 0.014478 0.102820 0.009652 0.015648
  zx: 0.066855 0.004809 0.009652 0.065818 0.051669
  x2-y2: 0.001365 -0.069312 0.015648 0.051669 -0.031757
V_dp sigma, d on B at origin, p on A = 0.110098 hartree
V_dp pi, d on B at origin, p on A = -0.178777 hartree
V_dp sigma, d on A at origin, p on B = 0.124628 hartree
p-d singular values (hartree): 0.178777 0.178777 0.110098
d-d trace = 0.172242 hartree
d-d sum of squares = 0.052888 hartree^2
reverse-bond mismatch, correct sign = 5.3e-16 hartree
reverse-bond mismatch, lost sign = 0.551520 hartree
third charge 1.0 e at [1.5, 0.0, 1.5] bohr, bond along z:
  z,zx element = 0.094760 hartree (zero without it)
largest table error = 1.3e-15 (no unit)
largest error against direct integrals, l,l'<=3 = 2.4e-15 hartree
largest swap-rule error, l,l'<=3 = 6.2e-15 hartree
\end{verbatim}
